\section*{Valence-band offset from bulk edges and an averaged potential step, part 2}

The problem is to find the valence-band offset $\Delta E_v=E_v^B-E_v^A$ at a planar, neutral, insulating interface with normal $z$, crystal A on the left and B on the right. Both edges are taken deep inside their slabs on a common energy scale. Hartree atomic units are used, with energies of the example in eV. The electrostatic potential energy of an electron is $v$, and $\rho$ is the total charge density in units of $e$, so $\nabla^2v=4\pi\rho$.

A single bar denotes the planar average over the common in-plane cell of area $S$. A double bar denotes that average smoothed further over two symmetric windows, one of length $a_A$ and one of length $a_B$, the periods of the crystals along $z$. The cell average in the bulk calculation of crystal $X$ is $\langle v\rangle_X$, and $\Delta\bar{\bar v}$ is the plateau value deep in B minus that deep in A. The offset is
\begin{equation}
\Delta E_v=\left(E_v^B-\langle v\rangle_B\right)_{\rm bulk}
-\left(E_v^A-\langle v\rangle_A\right)_{\rm bulk}
+\Delta\bar{\bar v},
\label{eq:main}
\end{equation}
or, in shorter form,
\begin{equation}
\Delta E_v=\varepsilon_B-\varepsilon_A+\Delta\bar{\bar v},\qquad
\varepsilon_X=\left(E_v^X-\langle v\rangle_X\right)_{\rm bulk}.
\label{eq:restate}
\end{equation}

It rests on the assumption that deep in each slab the ions and the electron density are those of the bulk calculation, with no macroscopic field. Then $v_{\rm int}=v_{\rm bulk}+c_X$ there, with $c_X$ a constant, and the Hamiltonians obey
\begin{equation}
\mathcal H_{\rm int}=\mathcal H_{{\rm bulk},X}+c_X
\quad\text{deep in }X .
\label{eq:hshift}
\end{equation}
The local valence edge is therefore $E_{v,\rm bulk}^X+c_X$.

A double layer with areal charge $+\sigma$ on the A side and $-\sigma$ on the B side, at $z=\mp d/2$, gives the step $4\pi\sigma d$.

The model interface treated below has $a_A=6$ bohr, $a_B=7$ bohr and $S=30$ bohr$^2$. The start of the text quoted its offset, $0.89$ eV, and three differences of bulk edges, $-0.67$, $1.16$ and $1.35$ eV, one for each of three reference potentials.

\subsection{From two sheets to any interface charge}

The planar average of Poisson's equation is $\bar v''=4\pi\bar\rho$, because the in-plane derivatives integrate to zero over a periodic cell. Averaging over a fixed window commutes with differentiation, so
\begin{equation}
\bar{\bar v}''(z)=4\pi\bar{\bar\rho}(z).
\label{eq:macropoisson}
\end{equation}
Choose a plane $z_1$ on the plateau in A and a plane $z_2$ on the plateau in B. The slope $\bar{\bar v}'$ is zero at both. Integrating Eq.~\eqref{eq:macropoisson} once gives
\begin{equation}
4\pi\int_{z_1}^{z_2}\bar{\bar\rho}\,dz
=\bar{\bar v}'(z_2)-\bar{\bar v}'(z_1)=0 ,
\label{eq:neutral}
\end{equation}
so the interface is neutral. For the step, integrate by parts about an arbitrary origin $z_0$:
\begin{align}
\Delta\bar{\bar v}
&=\int_{z_1}^{z_2}\bar{\bar v}'\,dz\nonumber\\
&=\Big[(z-z_0)\bar{\bar v}'\Big]_{z_1}^{z_2}
-\int_{z_1}^{z_2}(z-z_0)\,\bar{\bar v}''\,dz\nonumber\\
&=-4\pi\int_{z_1}^{z_2}(z-z_0)\,\bar{\bar\rho}\,dz .
\label{eq:dipole}
\end{align}
The boundary term vanishes with the slopes. By Eq.~\eqref{eq:neutral} the term containing $z_0$ vanishes as well, so the origin is immaterial.

For the double layer the first moment is $\sigma(-d/2)-\sigma(d/2)=-\sigma d$, and Eq.~\eqref{eq:dipole} gives $+4\pi\sigma d$, as before. Smoothing does not alter this. A symmetric window of unit weight spreads each sheet about its own position and leaves its first moment unchanged.

The smoothing matters when the charge is that of real crystals. Without it, the boundary term in Eq.~\eqref{eq:dipole} contains the microscopic slope $\bar v'$, which is generally nonzero at an arbitrary plane inside a cell. The truncated dipole of $\bar\rho$ then depends on where the cut is made.

\subsection{When the plateaus are not flat}

If a field remains, the smoothed potential deep in $X$ is $p_X+F_Xz$, since a symmetric window leaves a linear function unchanged. Extrapolating both lines to a plane $z_0$ defines a step
\begin{equation}
\Delta(z_0)=(p_B-p_A)+(F_B-F_A)z_0 .
\label{eq:field}
\end{equation}
Moving the plane by $\delta$ changes the step by $(F_B-F_A)\delta$. The offset is then incomplete without a stated plane, unless the two slopes are equal. By the first equality of Eq.~\eqref{eq:neutral}, unequal slopes mean a net smoothed charge $(F_B-F_A)/4\pi$ per area at the interface. This includes charge from the polarization of the two slabs.

A periodic stack has two interfaces per period. If the centres of both slabs are mirror planes, the slope of $\bar{\bar v}$ is zero there by symmetry, and a uniform field in either slab is excluded. The example is built in this way.

\subsection{The step alone is a convention}

The electrostatic potential is one possible reference. Let $r=v+f$ be another, where $f$ deep in each slab is the same function as in the corresponding bulk. Then $r_{\rm int}=r_{\rm bulk}+c_X$ there, with the same constant as for $v$. Smoothing gives $\bar{\bar r}(\text{deep }X)=\langle r\rangle_X+c_X$, and hence
\begin{equation}
\left(E_v^X-\langle r\rangle_X\right)_{\rm bulk}+\bar{\bar r}(\text{deep }X)
=E_{v,\rm bulk}^X+c_X .
\label{eq:anyref}
\end{equation}
The right side does not contain $f$. The bulk term and the step both change with the reference, and their sum does not. The condition is that the same $r$ is used in all three calculations.

A case that can be followed by hand is the width of the ionic charge. Suppose that the ions are represented by Gaussian sheets of areal charge $Z/S$ and width $w$. In the reference potential alone, widen them to $w'$ and leave the Hamiltonian as it was. For one sheet the change of charge $\delta\rho$ has no net charge and no dipole, so the change of potential $u$ vanishes on both sides. Two integrations by parts, with vanishing boundary terms, give
\begin{equation}
\int z^2u''\,dz=2\int u\,dz .
\end{equation}
Since $u''=4\pi\delta\rho$ and the second moment of a normalized Gaussian is the square of its width,
\begin{equation}
\int u\,dz=2\pi\int z^2\delta\rho\,dz
=\frac{2\pi Z}{S}\left(w'^2-w^2\right).
\label{eq:quad}
\end{equation}
With one sheet per period $a_X$, the average rises by
\begin{equation}
s_X=\frac{2\pi Z\left(w'^2-w^2\right)}{S\,a_X}.
\label{eq:shift}
\end{equation}
The bulk term of Eq.~\eqref{eq:restate} changes by $-(s_B-s_A)$ and the step by $+(s_B-s_A)$. For equal periods and charges both changes vanish. A step quoted without its reference potential therefore cannot be compared with another.

\subsection{A model interface}

The example takes round parameters and represents no material. Each crystal is a row of planar ion sheets with $Z=2$ and $w=1$ bohr, in a cell of area $S=30$ bohr$^2$. The periods are $a_A=6$ and $a_B=7$ bohr. There are two electrons per sheet and cell area, and their in-plane motion is frozen. Along $z$ they obey
\begin{equation}
\left[-\frac12\frac{d^2}{dz^2}+U(z)\right]\psi=E\psi,\qquad
U=v+v_{\rm s}-\left(\frac{3n}{\pi}\right)^{1/3},
\label{eq:model}
\end{equation}
where $n$ is the electron density and the last term is local exchange. The short-range part $v_{\rm s}$ is an attractive Gaussian well at each sheet, also $1$ bohr wide, with integrated strength $0.75$ hartree bohr in A and $0.50$ hartree bohr in B. Correlation is left out. The numbers below are properties of this mean-field model, and four decimals are kept so that the sums can be followed.

The two bulk calculations give $\varepsilon_A=-9.0534$ eV and $\varepsilon_B=-7.8900$ eV. A periodic stack of twelve cells of each crystal gives plateaus at $0.1487$ eV in A and $-0.1280$ eV in B. Hence
\begin{align}
\varepsilon_B-\varepsilon_A&=-7.8900+9.0534=1.1634\ \text{eV},\nonumber\\
\Delta\bar{\bar v}&=-0.1280-0.1487=-0.2767\ \text{eV},\nonumber\\
\Delta E_v&=1.1634-0.2767=0.8867\ \text{eV}.
\label{eq:numbers}
\end{align}
The first moment of the smoothed charge, Eq.~\eqref{eq:dipole}, gives the same step. Leaving the step out would overestimate the offset by $0.28$ eV, or about $31\%$ of its value.

The central planes lie $36$ bohr from the interfaces in A and $42$ bohr in B, while the smoothing window reaches $6.5$ bohr. In a central cell of each slab the total potential agrees with the bulk one, up to a constant, to better than $0.001$ meV. The assumption behind Eq.~\eqref{eq:hshift} is thus met.

\subsection{The same offset without averages}

The edges can also be found from the potential of the stack directly. Divide one central period into thin slices of width $h$ with constant $U$, and let $q^2=2(E-U)$. Across a slice, the solution with given $\psi$ and $\psi'$ at its left end is
\begin{equation}
\begin{pmatrix}\psi\\ \psi'\end{pmatrix}_{\!z+h}
=\begin{pmatrix}\cos qh&q^{-1}\sin qh\\-q\sin qh&\cos qh\end{pmatrix}
\begin{pmatrix}\psi\\ \psi'\end{pmatrix}_{\!z}.
\label{eq:transfer}
\end{equation}
Each matrix has determinant $\cos^2qh+\sin^2qh=1$, and so has the product $M$ over the period. A Bloch wave is multiplied by $e^{ika}$ over one period. The eigenvalues of $M$ are then $e^{ika}$ and $e^{-ika}$, and
\begin{equation}
\operatorname{tr}M(E)=2\cos ka .
\label{eq:trace}
\end{equation}
Two electrons per cell fill the lowest band. Its top is at $ka=\pi$, where the trace reaches $-2$. In the gap above, the trace is below $-2$ and $k$ is complex.

This gives $-8.9047$ eV in A and $-8.0179$ eV in B on the scale of the stack. Their difference is $0.887$ eV, in agreement with Eq.~\eqref{eq:numbers}. Neither the bulk energies nor the averaged potentials entered.

The actual levels of the stack give another check, for the higher edge. Holes near the edge of B are confined to a slab of finite thickness. Near the band top the energy is an even function of the wavenumber $\kappa$ measured from the edge. For standing waves, assume the condition $\kappa L+\varphi(\kappa)=\pi j$, with $L$ the slab thickness, $j=1,2,\dots$ and a smooth, odd phase $\varphi$. Then $\kappa$ is odd in $j$, and
\begin{equation}
E_j=E_v-\alpha j^2+\beta j^4+\dots
\label{eq:levels}
\end{equation}
The combination $15E_1-6E_2+E_3$ has quadratic weight $15-24+9=0$ and quartic weight $15-96+81=0$, while the weights sum to $10$. So
\begin{align}
E_v&\simeq\frac{15E_1-6E_2+E_3}{10}\nonumber\\
&=\frac{15(-8.0318)-6(-8.0721)-8.1352}{10}=-8.0180\ \text{eV}.
\label{eq:extrapolate}
\end{align}
The formula predicts $\varepsilon_B+\bar{\bar v}(\text{deep }B)=-7.8900-0.1280=-8.0180$ eV. The three levels lie $0.0138$, $0.0541$ and $0.1172$ eV below this edge. These distances are in the ratio $1:3.9:8.5$, close to the $1:4:9$ of the leading term. The highest level itself misses the edge by $14$ meV, so reading an edge from a slab eigenvalue carries a confinement error that Eq.~\eqref{eq:main} avoids.

\subsection{Changing the reference}

With the total potential $U$ as reference, the bulk term is $-0.6710$ eV and the step $1.5577$ eV. Their sum is again $0.8867$ eV. For ions widened to $w'=1.3$ bohr, Eq.~\eqref{eq:shift} gives
\begin{equation}
s_B-s_A=\frac{2\pi(2)(1.69-1.00)}{30}\left(\frac17-\frac16\right)
=-0.0069\ \text{hartree},
\end{equation}
or $-0.187$ eV. The bulk term accordingly rises from $1.1634$ to $1.3507$ eV and the step falls from $-0.2767$ to $-0.4640$ eV. The offset stays at $0.8867$ eV. These are the three bulk differences quoted at the start.

\subsection{Changing the interface}

Now alter the interface and keep both bulk crystals. At each interface the ion sheet of A facing the boundary receives an extra charge $+0.02\,e$ per cell area, and the facing sheet of B loses the same amount. The sheets are $3+3.5=6.5$ bohr apart. Without electronic response the step would rise by $4\pi\sigma d=1.48$ eV.

In the self-consistent stack it rises from $-0.2767$ to $0.3403$ eV, a change of $0.6170$ eV. The electrons rearrange and cancel part of the added dipole, which reduces its effect by the factor $1.4818/0.6170=2.40$. This factor belongs to this interface and this perturbation; it has not been shown to equal a bulk dielectric constant. The new offset is
\begin{equation}
\Delta E_v=1.1634+0.3403=1.5037\ \text{eV},
\end{equation}
and the transfer matrix gives the same value. The bulk terms did not change, yet the offset grew by $0.62$ eV. A pair of bulk crystals does not in general fix the offset; the atomic structure and composition of the interface enter, but only through the dipole. The large change here comes from altering the ionic charges, which resembles a heterovalent interface. A rearrangement of neutral, mirror-symmetric cells can leave the dipole as it was: exchanging the two cells that face each other across the boundary leaves the offset of this model unchanged to the four decimals kept. Offsets between lattice-matched isovalent crystals likewise depend only weakly on the interface.

\subsection{Conduction edges and the limits of the result}

Adding each gap $E_g^X$ to its valence edge gives
\begin{equation}
\Delta E_c=\Delta E_v+E_g^B-E_g^A .
\label{eq:cbo}
\end{equation}
For the unaltered interface this is $0.8867+6.0961-6.7925=0.190$ eV. Both edges of B lie above those of A, so the alignment is staggered. The highest filled states are in B and the lowest empty ones in A.

Between thick slabs, the interface can stay insulating only if no valence edge rises above the conduction edge on the other side. The requirements $E_v^B<E_c^A$ and $E_v^A<E_c^B$ become
\begin{equation}
-E_g^B<\Delta E_v<E_g^A .
\label{eq:window}
\end{equation}
Outside this range electrons transfer between thick slabs, and flat plateaus with filled valence bands can no longer be assumed. Thin slabs can stay insulating somewhat beyond it, as long as the overlap of the edges is smaller than the confinement energies of the electron and hole levels. Inside it, states bound at the interface could still close the gap, so the levels of the stack must be inspected. Here the stack of twelve cells of each crystal keeps a gap of $5.96$ eV. Confinement in the finite slabs makes this slightly larger than the distance between the bulk-like edges, $E_c^A-E_v^B=6.7925-0.8867=5.906$ eV.

Equation~\eqref{eq:main} transfers the edges of a chosen Hamiltonian to a common scale; it does not improve them. If a better bulk method moves the edge of crystal $X$ by $\delta_X$ relative to the same average potential, and the density is kept, the step is unchanged and the offset moves by $\delta_B-\delta_A$. Equal errors in the two crystals cancel; of unequal ones, the difference remains. The numerical output lists the values used here.

\section*{Computed values}
\begin{verbatim}
Period of A: 6.0 bohr
Period of B: 7.0 bohr
Cell area: 30.0 bohr^2
Ion charge per sheet and cell: 2.0 e
Gaussian width: 1.0 bohr
Integrated well A: 0.75 hartree bohr
Integrated well B: 0.50 hartree bohr
Cells of each crystal in stack: 12
Stack length: 156.0 bohr
Bulk A: Ev - <v>: -9.0534 eV
Bulk B: Ev - <v>: -7.8900 eV
Bulk term, B minus A: 1.1634 eV
Gap A: 6.7925 eV
Gap B: 6.0961 eV
Plain: v plateau in A: 0.1487 eV
Plain: v plateau in B: -0.1280 eV
Plain: step B minus A: -0.2767 eV
Plain: step from dipole: -0.2767 eV
Plain: valence offset, formula: 0.8867 eV
Plain: valence offset, direct: 0.8867 eV
Plain: conduction offset, formula: 0.1904 eV
Plain: conduction offset, direct: 0.1904 eV
Plain: stack gap: 5.9598 eV
Altered: v plateau in A: -0.1829 eV
Altered: v plateau in B: 0.1574 eV
Altered: step B minus A: 0.3403 eV
Altered: step from dipole: 0.3403 eV
Altered: valence offset, formula: 1.5037 eV
Altered: valence offset, direct: 1.5037 eV
Altered: conduction offset, formula: 0.8074 eV
Altered: conduction offset, direct: 0.8074 eV
Altered: stack gap: 5.3604 eV
Plain: direct valence edge A: -8.9047 eV
Plain: direct valence edge B: -8.0179 eV
Highest filled level: -8.0318 eV
Second highest filled level: -8.0721 eV
Third highest filled level: -8.1352 eV
Extrapolated valence edge: -8.0180 eV
Upper valence edge, formula: -8.0180 eV
Deviation from bulk potential, A: 0.0000 meV
Deviation from bulk potential, B: 0.0000 meV
Ripple in B, one window: 351.3400 meV
Ripple in B, two windows: 0.0000 meV
Total-potential reference: bulk term: -0.6710 eV
Total-potential reference: step: 1.5577 eV
Total-potential reference: offset: 0.8867 eV
Wide-ion reference: width: 1.3 bohr
Wide-ion reference: bulk term: 1.3507 eV
Wide-ion reference: step: -0.4640 eV
Wide-ion reference: offset: 0.8867 eV
Transferred charge per cell area: 0.02 e
Unscreened step change: 1.4818 eV
Actual step change: 0.6170 eV
Unscreened / actual change: 2.40 (ratio)
\end{verbatim}
